# Floating sheath drop in argon with two electron temperatures

## Problem

A flat, electrically floating wall absorbs every particle that reaches it from a low-pressure argon plasma. At the sheath edge, the electrons are the sum of two Maxwellians: a fraction $f_c=0.99$ of the density has temperature $T_c=3$ eV, and a fraction $f_h=0.01$ has $T_h=30$ eV. The ions are singly charged and cold, and they cross the sheath without collisions.

(a) Find the speed at which the ions must enter the sheath, and show that this speed is admissible over the whole sheath.

(b) Show that the potential drop from the sheath edge to the wall is about 37 V.

(c) Find how the drop depends on the hot fraction, and at what fraction the hot electrons take over from the cold ones.

(d) For an edge density of $10^{10}$ cm$^{-3}$ and argon at 5 mTorr and 300 K, find the ion current, the ion impact energy and the sheath thickness, and estimate how far the neglected effects move the drop.

**Conventions.** Temperatures are energies in eV, and potentials are in volts. The symbol $\phi$ is the potential drop below the sheath edge, so it is positive and grows toward the wall, where it equals $V$. The presheath drop is not part of $V$. The elementary charge is $e$, the electron mass $m$, the ion mass $M$, and the edge density $n_s$. The sheath is steady, contains no ionization, and has no magnetic or radio-frequency effects. The wall emits no electrons. The fractions $f_j$ refer to complete Maxwellians; the electrons that the wall removes from them are treated in part (d).

## Solution

### (a) The ion entry speed

Each electron population follows its own Boltzmann factor in the retarding potential:

$$\frac{n_e}{n_s}=\sum_j f_j e^{-\phi/T_j}.$$

Let the ions enter with kinetic energy $E$ in eV. At drop $\phi$ their energy is $E+\phi$, so their speed has grown by the factor $\sqrt{1+\phi/E}$. Their flux is constant, and their density therefore falls by the same factor:

$$\frac{n_i}{n_s}=\left(1+\frac{\phi}{E}\right)^{-1/2}.$$

Because $\phi$ is a drop, the electrostatic potential is $-\phi$, and Poisson's equation reads

$$\frac{d^2\phi}{dx^2}=\frac{e}{\varepsilon_0}(n_i-n_e).$$

The field is nearly zero at the edge and must grow toward the wall, so $n_i\ge n_e$ is needed just inside the sheath. To first order in $\phi$,

$$\frac{n_i}{n_s}\simeq 1-\frac{\phi}{2E},\qquad
\frac{n_e}{n_s}\simeq 1-\phi\sum_j\frac{f_j}{T_j}.$$

The requirement becomes

$$E\ge\frac{T_*}{2},\qquad \frac1{T_*}=\sum_j\frac{f_j}{T_j}.$$

This is the Bohm condition for two electron temperatures. We take the equality, which is the usual matching to a collisionless presheath. Setting $Mu_B^2/2=eT_*/2$ gives

$$u_B=\sqrt{\frac{eT_*}{M}}.$$

For the given mixture,

$$\frac1{T_*}=\frac{0.99}{3}+\frac{0.01}{30}=0.33033\ \text{eV}^{-1},
\qquad T_*=3.027\ \text{eV},$$

and $u_B=2.70$ km/s. The effective temperature is a harmonic mean, so the cold electrons fix it. Physically, a small potential change hardly alters the density of the hot electrons; the cold ones provide nearly all the response.

**The rest of the sheath.** The expansion covers only small $\phi$. Farther in, the cold electrons die out and the hot ones remain, so the sign of the charge has to be checked there too. Define a local effective temperature by

$$\frac1{T_{\rm loc}(\phi)}=-\frac{d\ln n_e}{d\phi}
=\frac{1-h}{T_c}+\frac{h}{T_h},$$

where $h(\phi)$ is the local hot fraction. For ions entering with $E=T_*/2$,

$$-\frac{d\ln n_i}{d\phi}=\frac{1}{T_*+2\phi}.$$

Both densities start from $n_s$. If $T_{\rm loc}<T_*+2\phi$ for all $\phi>0$, the ion density falls more slowly throughout, and $n_i>n_e$ follows.

To prove this inequality, differentiate $h$. The hot density decays at the rate $1/T_h$ and the total density at the rate $1/T_{\rm loc}$, so

$$\frac{dh}{d\phi}=h\left(\frac1{T_{\rm loc}}-\frac1{T_h}\right)
=h(1-h)\left(\frac1{T_c}-\frac1{T_h}\right).$$

Differentiating $1/T_{\rm loc}$ and inserting this result gives

$$\frac{dT_{\rm loc}}{d\phi}
=T_{\rm loc}^2\,h(1-h)\left(\frac1{T_c}-\frac1{T_h}\right)^2.$$

This is positive, so $T_{\rm loc}$ rises with $\phi$. At $\phi=13.5$ V the two densities, divided by $n_s$, are $0.99e^{-4.5}=0.0110$ and $0.01e^{-0.45}=0.0064$. Hence $h=0.367$ and $T_{\rm loc}=4.48$ eV. Up to that point, since $h(1-h)\le1/4$ and $(1/3-1/30)^2=0.09$,

$$\frac{dT_{\rm loc}}{d\phi}\le(4.48)^2\times\frac{0.09}{4}=0.45<2.$$

Thus $T_{\rm loc}$, which starts at $T_*$, stays below $T_*+2\phi$, which rises with slope 2. Beyond 13.5 V, $T_{\rm loc}<30$ eV while $T_*+2\phi>30$ eV. The inequality holds everywhere, and the entry speed is admissible.

**The presheath.** For a simple presheath, the same inequality settles whether the ions can reach this edge. Suppose they all start from rest in the bulk and flow together as they approach a wall of limited size, and let $\phi_p$ be the drop from the bulk. (In front of a very wide flat wall, the flux density can rise only through ionization on the way.) In the quasineutral presheath their flux density is proportional to $n_e\sqrt{\phi_p}$, and

$$\frac{d}{d\phi_p}\ln\left(n_e\sqrt{\phi_p}\right)
=\frac1{2\phi_p}-\frac1{T_{\rm loc}}.$$

The flux density stops rising where $2\phi_p=T_{\rm loc}$. At the edge this gives $\phi_p=T_*/2=1.51$ V. Elsewhere $\phi_p=T_*/2+\phi$, with negative $\phi$ in the presheath, so the condition would be $T_{\rm loc}=T_*+2\phi$. We have just excluded this for $\phi>0$. For $\phi<0$ the slope of $T_{\rm loc}$ is still below 2, so going back into the plasma $T_{\rm loc}$ stays above $T_*+2\phi$. There is one maximum and hence one possible edge. This is a property of the present mixture; a two-temperature plasma with other parameters need not have it.

Going back up the presheath drop multiplies the cold density by $e^{1.514/3}$ but the hot density by only $e^{1.514/30}$. For this presheath, the bulk therefore has a hot fraction of 0.64 percent, against 1 percent at the edge; a larger presheath drop would make the bulk fraction lower still. It matters where the fraction is specified.

### (b) The floating drop

An electron reaches the wall if the energy of its motion toward the wall exceeds $eV$, that is, if its normal velocity at the edge exceeds $v_0=\sqrt{2eV/m}$. The flux of population $j$ is

$$\Gamma_j=n_sf_j\sqrt{\frac{m}{2\pi eT_j}}
\int_{v_0}^{\infty}v\,e^{-mv^2/(2eT_j)}\,dv.$$

The integrand is the derivative of $-(eT_j/m)e^{-mv^2/(2eT_j)}$. The integral is therefore $(eT_j/m)e^{-V/T_j}$, and

$$\Gamma_j=n_sf_j\sqrt{\frac{eT_j}{2\pi m}}\;e^{-V/T_j}.$$

A floating wall draws no net current, so the electron flux equals the ion flux $n_su_B$. Dividing by $n_s$ and multiplying by $\sqrt{2\pi m/e}$ gives

$$\sum_j f_j\sqrt{T_j}\,e^{-V/T_j}
=\sqrt{\frac{2\pi m}{M}T_*}.$$

With $M/m=72820$, the right-hand side is

$$\sqrt{\frac{2\pi\times3.027}{72820}}=0.01616\ \text{eV}^{1/2}.$$

The prefactors on the left are $0.99\sqrt3=1.715$ for the cold electrons and $0.01\sqrt{30}=0.05477$ for the hot ones, in the same unit. If the hot electrons alone carried the current, the drop would be

$$V_h=T_h\ln\left(f_h\sqrt{\frac{MT_h}{2\pi mT_*}}\right)
=30\ln\frac{0.05477}{0.01616}=36.6\ \text{V}.$$

It remains to bound the effect of the cold electrons. At $V_h$, the ratio of their flux to the ion flux is

$$r=\frac{1.715\,e^{-36.616/3}}{0.01616}=5.3\times10^{-4}.$$

At $V_h$ the hot flux already equals the ion flux, so the total electron flux is slightly too large. The total falls as $V$ rises, and the true root therefore lies above $V_h$. At the root the cold flux has dropped below $r$ times the ion flux, so the hot flux is more than $1-r$ times the ion flux:

$$e^{-(V-V_h)/T_h}>1-r.$$

Taking the logarithm gives

$$V_h<V<V_h-T_h\ln(1-r).$$

The interval is only 0.016 V wide. The full balance gives

$$V=36.63\ \text{V}\approx37\ \text{V},$$

which is the result to be shown.

The two populations divide the work. The cold electrons set the ion speed, while the hot electrons carry 99.95 percent of the electron current to the wall. No single temperature can do both. For one Maxwellian of temperature $T$, the balance reduces to

$$V=\frac T2\ln\frac{M}{2\pi m}=4.68\,T.$$

The mean temperature of the mixture, $0.99\times3+0.01\times30=3.27$ eV, would give 15.3 V, less than half the correct drop.

### (c) Dependence on the hot fraction

The Bohm entry speed remains admissible over the small hot fractions considered here; for these two temperatures it fails when the hot fraction at the edge is near 90 percent. With both temperatures held fixed, the full balance gives:

| Hot fraction at edge | Drop |
|---:|---:|
| 0 % | 14.0 V |
| 0.5 % | 20.1 V |
| 1 % | 36.6 V |
| 2 % | 57.3 V |

Once the hot electrons dominate, $V\simeq V_h$ varies as $T_h\ln f_h$, apart from the weak change of $T_*$. Doubling the fraction should then add $30\ln2=20.8$ V. The step from 1 to 2 percent is 20.6 V; most of the small difference comes from the rise of $T_*$, which speeds up the ions.

The step from 0.5 to 1 percent is only 16.5 V, because at 0.5 percent the cold electrons still count. There the hot flux relative to the ion flux is about $0.005\sqrt{30}\,e^{-20.11/30}/0.0161=0.87$, and the cold electrons supply the other 13 percent.

The changeover is where each population carries half the current. Its hot fraction is small, so set $f_c\simeq1$ and $T_*\simeq T_c$. The right-hand side of the balance is then 0.0161, and the cold half gives

$$\sqrt3\,e^{-V/3}=0.00805,\qquad V=3\ln\frac{1.732}{0.00805}=16.1\ \text{V}.$$

The hot half requires

$$f_h=\frac{0.00805\,e^{16.1/30}}{\sqrt{30}}=0.0025.$$

Thus about 0.25 percent of hot electrons at the edge is enough to take over half the wall current. Well below this fraction, the drop returns to the cold value of 14.0 V.

The hot temperature matters as well. At fixed $f_h$, and neglecting the very small change of $T_*$,

$$\frac{dV_h}{dT_h}=\frac{V_h}{T_h}+\frac12=1.7\ \text{V/eV}.$$

A 10 percent error in $T_h$, or 3 eV, moves the drop by about 5 V.

### (d) Current, impact energy and thickness

The ion current density is

$$j_i=en_su_B=0.43\ \text{mA/cm}^2.$$

With the presheath of part (a), an ion that starts from rest in the bulk and meets no gas atom gains the presheath and sheath drops together, so it strikes the wall with $1.5+36.6=38.1$ eV.

For the thickness, multiply Poisson's equation by $d\phi/dx$ and integrate from the edge, where the field is taken as zero:

$$\frac12\left(\frac{d\phi}{dx}\right)^2=\frac{en_s}{\varepsilon_0}G(\phi),$$

$$G=T_*\left(\sqrt{1+\frac{2\phi}{T_*}}-1\right)
-\sum_jf_jT_j\left(1-e^{-\phi/T_j}\right).$$

The first-order terms of the two densities cancel at the Bohm speed, so the charge starts as $\phi^2$ and $G$ as $\phi^3$. The distance $\int d\phi/(d\phi/dx)$ then diverges at its lower end: the marginal sheath has no sharp beginning. Counted from a drop of 0.3 V, its thickness is 1.84 mm, or about 14 cold-electron Debye lengths of 0.129 mm.

**Neglected effects.** The exponential of the hot population turns each relative change of flux into a voltage. If the ion side of the balance is multiplied by $1+\epsilon$, then $V$ changes by about $-T_h\ln(1+\epsilon)$, as long as the hot electrons still carry nearly all the current. The values below come from the full balance and each treats one effect alone.

*Absorbed electrons.* Electrons that reach the wall do not return. Of the returning half of the hot Maxwellian, the missing part is

$$\frac2{\sqrt\pi}\int_{\sqrt{V/T_h}}^\infty e^{-w^2}dw=11.8\ \text{percent},$$

so the actual hot density is about 6 percent below that of the complete Maxwellian. If the stated 99 and 1 percent are actual densities, the Maxwellian amplitude must be raised to compensate. With the Bohm speed recomputed from the depleted density, the drop becomes 38.3 V.

*Electron emission.* An ion that releases $\gamma$ electrons on average counts as $1+\gamma$ charges, and an electron that releases $\delta$ others counts as $1-\delta$. With rough yields $\gamma=0.1$ and $\delta=0.2$, the shifts are $-2.8$ V and $-6.6$ V. The second is very sensitive to the yield, which depends on the wall material and on the electron energy; the hot electrons arrive with a mean energy of $2T_h=60$ eV. At $\delta=0.4$ the shift would already be $-14$ V. Many insulating walls have yields near or above one at such energies. If the hot electrons alone have $\delta=0.8$, the drop is 15.5 V, and at $\delta=1$ it is back at the cold value of 14.0 V, so on such walls the hot tail no longer raises the drop. The space charge of the emitted electrons is ignored.

*Warm ions.* For one-dimensional adiabatic ions the pressure varies as $n^3$. With $nu$ constant, the momentum equation at the edge is

$$-Mu^2\frac{n'}n=e\phi'-3eT_i\frac{n'}n,$$

where primes denote $d/dx$. Hence $n'/n=-e\phi'/(Mu^2-3eT_i)$. Equating this to the electron response $-\phi'/T_*$ gives $Mu^2=e(T_*+3T_i)$. For $T_i=0.05$ eV the ions enter faster, and the drop changes by $-0.7$ V.

*Gas collisions.* With a rough ion collision cross section of $10^{-14}$ cm$^2$, the mean free path is 6.2 mm, and about 74 percent of the ions cross the last 1.84 mm without a collision. This share depends on where the sheath is taken to begin: counted from a drop of 0.1 V, it is 66 percent. Collisions inside the sheath lower the impact energy of the others. They do not change the floating drop as long as the flux entering the sheath stays the same. Collisions in the presheath can reduce that flux: a trial reduction of 5 percent in entry speed raises the drop by 1.5 V.

*Ions born in the presheath.* In front of a wide flat wall, the ions are born along the presheath and reach the edge with a spread of speeds. For a single electron temperature $T$, ions born at rest and no collisions, the presheath drop is $0.85\,T$ instead of $0.5\,T$, and the mean entry speed is about 14 percent above the Bohm speed. Used here as a rough estimate, that speed lowers the floating drop by about 4 V.

*Ionization in the sheath.* Giving every hot electron a rough peak ionization cross section of $3\times10^{-16}$ cm$^2$, even those below the threshold, yields new ions equal to 9 percent of the entering flux. The corresponding shift is $-2.7$ V. The peak cross section overstates the ionization rate, but the share also depends on where the sheath is taken to begin: the 9 percent is counted from a drop of 0.3 V, and from 0.1 V it is 14.5 percent. The shift is therefore only an order of magnitude, a few volts.

**Comparison with real sources.** The density, pressure and cold temperature are rough typical values for low-pressure argon processing sources. The hot group is a strong energetic tail chosen for illustration, and should not be taken as typical of an inductively driven source. Among the effects estimated here, electron emission matters most: the two rough yields together would lower the drop by about 9 V, to somewhat below 30 V. Radio-frequency bias lies outside the model. At a given mean drop and ion flux, an oscillating sheath voltage increases the average electron flux, because $e^{-V/T_j}$ is convex, so the mean drop must rise to restore zero current. The value of 37 V is thus the answer for the stated model, and a real wall can differ from it by many volts. The numerical output lists the inputs and most of the separate shifts.

## Computed values

```
Cold, hot electron temperature: 3.0, 30.0 eV
Cold, hot edge fraction: 99.0, 1.0 percent
Ion to electron mass ratio: 72819.7
Effective temperature Tstar: 3.0272 eV
Bohm speed: 2.7040 km/s
Hot-only floating drop: 36.6160 V
Cold flux / ion flux at hot-only drop: 5.309e-04
Strict upper bound on drop: 36.6320 V
Floating sheath drop, full balance: 36.6319 V
Floating drop, independent calculation: 36.6324 V
Hot share of wall electron flux: 99.947 percent
Mean temperature: 3.270 eV
Drop wrongly found from mean temperature: 15.30 V
Drop at hot fraction 0.0 percent: 14.04 V
Drop at hot fraction 0.5 percent: 20.11 V
Drop at hot fraction 1.0 percent: 36.63 V
Drop at hot fraction 2.0 percent: 57.27 V
Presheath drop, ions from rest: 1.514 V
Bulk hot fraction for that presheath: 0.637 percent
Ion impact energy: 38.15 eV
Edge density: 1.0e+10 cm^-3
Ion current density: 0.433 mA/cm2
Cold-electron Debye length: 0.1288 mm
Sheath thickness from 0.3 V drop: 1.838 mm
Gas pressure, temperature: 5.0 mTorr, 300 K
Rough ion collision cross section: 1.0e-14 cm2
Ion mean free path: 6.21 mm
Ions crossing sheath without collision: 74.4 percent
Returning hot electrons missing: 11.81 percent
Drop with actual depleted densities: 38.32 V
Ion temperature used for estimate: 0.05 eV
Drop shift, warm ions: -0.72 V
Emission yields, ion and electron: 0.1, 0.2
Drop shift, ion-induced emission: -2.84 V
Drop shift, electron-induced emission: -6.60 V
Drop shift, 5 percent slower ion entry: +1.53 V
Rough ionization cross section: 3.0e-16 cm2
Ions made in sheath / entering ions: 9.43 percent
Drop shift, ionization in sheath: -2.69 V
```
